\section*{Exact median plotting positions for ordered breakdown times and Benard's approximation}

\section{What is being plotted}

\textbf{Q.} Ten capacitors were stressed until all had broken down. The first failed at 98.8 s and the last at 1839.5 s. To draw a probability plot I need a failed fraction for each time. Why not use $i/n$ for the $i$-th failure?

\textbf{A.} Because the last device would then be plotted at a failed fraction of 1. We shall draw the data on Weibull axes, where the distribution
\begin{equation}
F(t)=1-e^{-(t/\eta)^\beta}
\end{equation}
with scale $\eta$ and shape $\beta$ becomes a straight line:
\begin{equation}
y\equiv\ln[-\ln(1-F)]=\beta\ln t-\beta\ln\eta .
\label{weibull}
\end{equation}
At $F=1$ the ordinate is infinite. There is also a question of principle. The failed fraction of this sample is not the quantity $F(t)$ of the population, and $F$ at the $i$-th failure time varies from one sample of ten to the next. We must find how it varies before choosing one number to represent it.

\textbf{Q.} How can you know that without knowing $F$?

\textbf{A.} Assume that the $n$ lifetimes $T$ are independent draws from one continuous, strictly increasing $F$, and that all devices run to failure. Put $U=F(T)$. For $0<u<1$,
\begin{equation}
P(U\le u)=P\bigl(T\le F^{-1}(u)\bigr)=F\bigl(F^{-1}(u)\bigr)=u ,
\end{equation}
so $U$ is uniform on $(0,1)$ whatever $F$ is. Since $F$ is increasing, it preserves order, and $F(T_{(i)})=U_{(i)}$, the $i$-th smallest of $n$ independent uniform numbers.

\section{The beta distribution and its median}

\textbf{Q.} And the distribution of $U_{(i)}$?

\textbf{A.} The event $U_{(i)}\le u$ means that at least $i$ of the $n$ numbers lie at or below $u$. Each does so independently with probability $u$, hence
\begin{equation}
P(U_{(i)}\le u)=\sum_{k=i}^{n}\binom nk u^k(1-u)^{n-k}.
\label{binomial}
\end{equation}
To differentiate, use $k\binom nk=n\binom{n-1}{k-1}$ and $(n-k)\binom nk=n\binom{n-1}{k}$. With
\begin{equation}
a_k=n\binom{n-1}{k-1}u^{k-1}(1-u)^{n-k},
\end{equation}
the derivative of the factor $u^k$ gives $a_k$, and that of $(1-u)^{n-k}$ gives $-a_{k+1}$. The sum telescopes:
\begin{equation}
\sum_{k=i}^{n}(a_k-a_{k+1})=a_i-a_{n+1}=a_i ,
\end{equation}
where $a_{n+1}=0$ because for $k=n$ the factor $(1-u)^0=1$ is constant and its derivative is zero. The density is therefore
\begin{equation}
f_i(u)=\frac{n!}{(i-1)!\,(n-i)!}\,u^{i-1}(1-u)^{n-i},
\label{beta}
\end{equation}
which is the beta distribution with parameters $i$ and $n-i+1$.

\textbf{Q.} A distribution is not a plotting position. Its mean is $i/(n+1)$. Why not plot that?

\textbf{A.} It is a legitimate summary of $U_{(i)}$, but it does not carry over to time. Take the first Weibull failure. All $n$ devices survive to $t$ with probability $e^{-n(t/\eta)^\beta}$, and the mean of a positive variable is the integral of its survival probability. Substituting $x=n(t/\eta)^\beta$,
\begin{align}
E[T_{(1)}]&=\int_0^\infty e^{-n(t/\eta)^\beta}dt
=\frac{\eta\,n^{-1/\beta}}{\beta}\int_0^\infty x^{1/\beta-1}e^{-x}dx\nonumber\\
&=\eta\,n^{-1/\beta}\,\Gamma(1+1/\beta).
\end{align}
Thus $F(E[T_{(1)}])=1-\exp[-\Gamma(1+1/\beta)^\beta/n]$. For $\beta=2$ and $n=10$, $\Gamma(3/2)^2=\pi/4$ and this is 0.0755, whereas $1/(n+1)=0.0909$. The mean position does not belong to the mean time.

A median does carry over. Let $m_i$ be the number that $U_{(i)}$ falls below with probability one half:
\begin{equation}
I_{m_i}(i,n-i+1)=\sum_{k=i}^{n}\binom nk m_i^k(1-m_i)^{n-k}=\frac12 .
\label{median}
\end{equation}
Here $I$ is the regularized incomplete beta function, the integral of (\ref{beta}) from 0 to $m_i$. The density is positive inside the interval, so the integral rises strictly from 0 to 1 and the root is unique. Since $U_{(i)}\le m_i$ and $T_{(i)}\le F^{-1}(m_i)$ are the same event, $F^{-1}(m_i)$ is the median of $T_{(i)}$. The same argument holds for $\ln T_{(i)}$. One set of positions serves every $F$ and every increasing time scale.

\textbf{Q.} Can (\ref{median}) be solved by hand?

\textbf{A.} At the ends, yes. For $i=1$ the sum is one minus its missing $k=0$ term, and for $i=n$ one term remains:
\begin{align}
1-(1-m_1)^n&=\tfrac12 &&\Rightarrow& m_1&=1-2^{-1/n},\\
m_n^n&=\tfrac12 &&\Rightarrow& m_n&=2^{-1/n}.
\end{align}
These add to 1, an instance of a general symmetry. The numbers $1-U$ are also uniform, but in reversed order, so
\begin{equation}
m_i+m_{n+1-i}=1,
\label{symmetry}
\end{equation}
and the middle rank of an odd sample has $m=1/2$. Other ranks are found numerically. For $n=10$, $i=2$ the condition is $(1-m)^{10}+10m(1-m)^9=1/2$, with root $m_2=0.16226$.

\textbf{Q.} So when I plot the first of ten failures at $m_1=0.06697$, I claim that 6.7\% of the population has failed by 98.8 s?

\textbf{A.} No. The claim concerns repeated experiments: in half of them the true fraction at the first failure is below 0.06697. The times here were simulated with $\beta=2$ and $\eta=1000$ s, so the true value is known: $F(98.8\,\mathrm s)=1-e^{-0.0988^2}=0.0097$. A first failure this early or earlier has probability $1-(1-0.0097)^{10}\approx0.09$.

\section{Where Benard's formula stands}

\textbf{Q.} I was taught $(i-0.3)/(n+0.4)$. Is that the solution of (\ref{median})?

\textbf{A.} It is an approximation to it. Consider positions of the form $(i-a)/(n+b)$. The symmetry (\ref{symmetry}) requires $(n+1-2a)/(n+b)=1$, so $b=1-2a$. Benard's formula
\begin{equation}
B_i=\frac{i-0.3}{n+0.4}
\end{equation}
is the member with $a=0.3$. It respects the symmetry and is therefore exact at the centre of an odd sample. What remains is to see which $a$ the exact medians ask for.

\textbf{Q.} Then start with ranks well inside a large sample.

\textbf{A.} Let $K=n-1$ and $p_0=(i-1)/K$, with $p_0$ held away from 0 and 1. The logarithm of (\ref{beta}) is, up to a constant,
\begin{equation}
L(u)=Kp_0\ln u+K(1-p_0)\ln(1-u),
\end{equation}
with its maximum at $u=p_0$. There
\begin{align}
L''&=-K\left[\frac1{p_0}+\frac1{1-p_0}\right]=-\frac{K}{p_0(1-p_0)}\equiv-\frac1v,\\
L'''&=2K\left[\frac1{p_0^2}-\frac1{(1-p_0)^2}\right]
=\frac{2K(1-2p_0)}{p_0^2(1-p_0)^2}\equiv c .
\end{align}
With $x=u-p_0$, the density is a Gaussian $e^{-x^2/2v}/\sqrt{2\pi v}$ times $1+cx^3/6+\dots$. Since $x\sim K^{-1/2}$, the cubic term is of order $K^{-1/2}$. The terms of order $K^{-1}$ are even in $x$ and do not unbalance the two sides.

The area right of $p_0$ exceeds the area left of it by
\begin{equation}
\frac{2}{\sqrt{2\pi v}}\,\frac c6\int_0^\infty x^3e^{-x^2/2v}dx
=\frac{1}{\sqrt{2\pi v}}\,\frac{2cv^2}{3},
\end{equation}
because the integral is $2v^2$. Moving the dividing point right by a small $s$ transfers an area $s/\sqrt{2\pi v}$ from one side to the other and so reduces the difference by twice that. Balance requires $s=cv^2/3$, and
\begin{equation}
m_i=p_0+\frac{2(1-2p_0)}{3K}+O(K^{-2}).
\end{equation}
Now $i-\frac13=Kp_0+\frac23$ and $n+\frac13=K+\frac43$, so
\begin{equation}
\frac{i-1/3}{n+1/3}=p_0+\frac{2(1-2p_0)}{3(K+4/3)} ,
\end{equation}
which agrees with $m_i$ to the order kept:
\begin{equation}
m_i=\frac{i-1/3}{n+1/3}+O(n^{-2}).
\label{interior}
\end{equation}
The interior asks for $a=1/3$. As a test of the remainder, it was computed at $i=n/5$ for $n=200$ and $n=400$. It fell by a factor 4.02, where an $n^{-2}$ law gives 4 in the limit.

\textbf{Q.} The first few failures matter most to me, and there $p_0$ goes to zero.

\textbf{A.} Then the Gaussian expansion fails and another limit is needed. Hold $i$ fixed and write $m_i=g/n$. For fixed $k$,
\begin{equation}
\binom nk\left(\frac gn\right)^k\left(1-\frac gn\right)^{n-k}\to\frac{g^ke^{-g}}{k!},
\end{equation}
and the condition that fewer than $i$ values lie below the median with probability one half becomes
\begin{equation}
\sum_{k=0}^{i-1}\frac{g_i^k e^{-g_i}}{k!}=\frac12,\qquad n\,m_i\to g_i .
\end{equation}
For $i=1$, $g_1=\ln2=0.693$. Matching $1-a$ to this gives $a=0.307$. The next roots are 1.678, 2.674 and 3.672.

These approach $i-1/3$, which joins the two limits. The left side, as a function of $g$, has derivative $-g^{i-1}e^{-g}/(i-1)!$, so $g_i$ is the median of a gamma density. Its logarithm has its maximum at $g=i-1$, where $v=i-1$ and $c=2/(i-1)^2$. The same balance shifts the median by $cv^2/3=2/3$, to $i-1/3$ for large $i$.

\textbf{Q.} So 0.3 is a compromise between 0.307 and 0.333?

\textbf{A.} It lies outside that range. It suits the first rank of the smallest samples; for $n=10$ the ranks of the lower half ask for values of $a$ from 0.304 to 0.325, all above it. For $n=2$, $m_1=1-1/\sqrt2$, and solving $(1-a)/(3-2a)=m_1$ gives $a=(1-3m_1)/(1-2m_1)=0.293$. At the first rank, then, the required $a$ is below 0.3 for $n=2$ and above it for large $n$. Correspondingly, $B_1$ lies below $m_1$ for $n=2$ to 4 and first exceeds it at $n=5$.

\textbf{Q.} How large is the error elsewhere?

\textbf{A.} For interior ranks, put $N=n+1/3$ and $p=(i-1/3)/N$. Then $i-0.3=pN+1/30$ and $n+0.4=N+1/15$, so
\begin{equation}
B_i-p=\frac{pN+1/30}{N+1/15}-p=\frac{1-2p}{30(n+0.4)} .
\end{equation}
By (\ref{interior}), $m_i$ differs from $p$ by $O(n^{-2})$, which leaves
\begin{equation}
B_i-m_i\simeq\frac{1-2p}{30\,n}.
\end{equation}
At $n=2000$, $i=400$ the computed $n(B_i-m_i)$ is 0.01997, against 0.02000 from this law. In the interior of a large sample, and also at every rank for $n=10$, Benard's positions are too high in the lower half and too low in the upper half: they are slightly squeezed towards the centre.

At fixed rank and large $n$, the error relative to $m_i$ tends to $(i-0.3)/g_i-1$. This is 0.99\%, 1.29\%, 0.97\% and 0.76\% for $i=1$ to 4. For larger $i$ the numerator excess approaches $1/30$, so the relative error falls as $1/(30i)$.

For all samples from $n=2$ to 200, the largest absolute error is 0.00125, at $n=8$, $i=2$ and at its mirror rank. In the lower half of the ranks, the largest error relative to $m_i$ is 1.26\%, at $n=200$, $i=2$.

\section{What it does to a Weibull fit}

\textbf{Q.} A small error in $F$ may become a large one after two logarithms.

\textbf{A.} Differentiate the ordinate:
\begin{equation}
\frac{dy}{dF}=\frac{1}{(1-F)[-\ln(1-F)]}.
\end{equation}
For small $F$ this is about $1/F$, so the error in $y$ is close to the relative error in $F$. For $n=10$, $i=2$, $B_2-m_2=0.00120$ and the error is $e_2\approx0.00120/(0.838\times0.177)=0.008$.

With scattered points, the fitted slope depends on which variable is regressed on the other. Here $\ln t$ is regressed on $y$, because the positions are fixed numbers and the times carry the scatter. By (\ref{weibull}) the slope is $1/\beta$. To isolate the positions, take a noise-free sample in which each ordered time sits at its true median. Then $\ln t_i=\ln\eta+y_i/\beta$. Let $z_i=y_i-\bar y$ and $d_i=e_i-\bar e$, where $e_i$ is the position error in $y$. The fitted slope is
\begin{equation}
\frac1{\beta'}=\frac1\beta\,\frac{\sum z_i(z_i+d_i)}{\sum(z_i+d_i)^2}
\simeq\frac1\beta\,\frac{1+\epsilon}{1+2\epsilon}\simeq\frac{1-\epsilon}{\beta},
\end{equation}
\begin{equation}
\epsilon=\frac{\sum z_id_i}{\sum z_i^2}=\frac{\sum z_ie_i}{\sum z_i^2},
\end{equation}
where the last step uses $\sum z_i=0$. To first order $\beta'=\beta(1+\epsilon)$. The squeezed positions make $\epsilon$ negative. For $n=10$ it is $-0.32\%$, and a direct refit gives the same change, from 2 to 1.994.

\textbf{Q.} I extrapolate to 100 ppm failures, far below the first of ten points.

\textbf{A.} There the slope error has a long lever. At $F=10^{-4}$, $y=-9.21$, and
\begin{equation}
\delta\ln t=\delta\ln\eta-\frac{y}{\beta}\,\epsilon
\approx0.0004-\frac{9.21}{2}\times0.0032=-0.014 .
\end{equation}
The 100 ppm life falls from 10.00 s to 9.86 s, a change of $-1.4\%$.

\textbf{Q.} And with the real scatter of ten devices?

\textbf{A.} The simulated sample gives $\beta=1.436$ with exact positions and 1.431 with Benard's. The 100 ppm lives are 1.69 s and 1.65 s. Both are far from the true 10 s, and the choice of positions is not the reason. The first failure, at 98.8 s, came well before its median time $1000\,e^{-2.669/2}=263$ s. Its deviation in $\ln t$ is $-0.98$. With $z_1=-2.145$ and $\sum z_i^2=11.26$ it adds $0.98\times2.145/11.26=0.187$ to the slope $1/\beta$, out of a total excess of $1/1.436-1/2=0.196$.

Over 100\,000 simulated samples with the same $n$, $\beta$ and $\eta$, the central 68\% of fitted shapes runs from 1.47 to 2.72, and that of the 100 ppm lives from 1.8 s to 35 s. Benard's shift of 0.006 in the shape is about half a percent of the first width.

\textbf{Q.} At least exact medians make the fitted shape unbiased?

\textbf{A.} They do not promise that. The fitted shape is a nonlinear function of all ten times. Over the simulated samples its median is 1.98, but its mean, which is what bias refers to, is about 2.10: a long upper tail pulls the mean above 2. What they guarantee is a property of each ordered time separately. On the noise-free sample, $i/(n+1)$ gives a shape of 1.79 and $(i-0.5)/n$ gives 2.18. That sample was built from medians, so these figures measure the distance between conventions and do not rank them as estimators.

\section{Real capacitors}

\textbf{Q.} My oxides are not identical devices in an ideal oven. What survives?

\textbf{A.} The example stands for thin gate-oxide capacitors under accelerated stress: 4 nm and 4.4 V at 398 K, hence a nominal field of 11 MV/cm (voltage over thickness, neglecting the flat-band voltage and band bending in the electrodes). The shape, scale, field acceleration and activation energy are assumed for illustration, not measured on a particular oxide, and the field is far above that of normal use. Consider first the assumption of identical devices. A thickness spread of 1\% at fixed voltage changes the field by 0.11 MV/cm. With an acceleration of 3 per MV/cm in $\ln t$, this moves $\ln t$ by about 0.33, a factor of about 1.4 in lifetime. In this model the shape fitted to the noise-free medians drops from 2 to 1.76, some forty times Benard's effect. The model lets lifetime depend on thickness only through the field. In oxides this thin, lifetime can follow the gate voltage more closely than the field, so the size of the effect in a real device may differ.

\textbf{Q.} Then the positions are wrong as well?

\textbf{A.} Not if the thickness varies independently from device to device. The lifetimes are then still independent draws from one distribution, though no longer a Weibull one, and the derivation used nothing more. In a test with 100\,000 simulated runs of ten such devices, the fraction of ordered times at or below their predicted medians was within 0.008 of one half at every rank.

The condition that matters is that the lifetimes are independent draws from one common distribution. If the same thickness deviation is shared by all ten devices of a run, the first failure falls below the median predicted for independently varying thickness with probability 0.455 instead of 0.5. The points then move together, and the scatter within one plot does not reveal it.

\textbf{Q.} What else is larger than the error I was worried about?

\textbf{A.} For an activation energy of 0.7 eV, a temperature error of 1 K changes the scale by about 5\%. Reading out every 5 s delays each recorded failure by 2.5 s on average, which raises the noise-free shape to 2.008, an effect similar in size to Benard's and opposite in sign. One defect-driven failure at 10 s, with the other nine at the medians of a sample of nine, lowers the shape to 0.85. If 1\% of devices carry such a defect, the chance of at least one among ten is $1-0.99^{10}=9.6\%$.

\textbf{Q.} And if I stop before all have failed?

\textbf{A.} If the test ends after a number of failures fixed in advance, the observed ranks keep their $m_i$, with $n$ counting all devices started. If working devices are removed between failures, the later ranks are no longer known and (\ref{median}) does not apply as it stands.

For complete samples like this one, Benard's formula is adequate for plotting, since sampling scatter far exceeds its error. Where a computer does the fit, the root of (\ref{median}) removes that error at little cost. The positions for all ten ranks are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
devices 10; Weibull shape 2.0; scale 1000 s
thickness 4.0 nm; voltage 4.4 V; field 11.0 MV/cm
i  exact    Benard   Benard-exact  y(exact)  simulated t (s)
 1 0.06697  0.06731  +0.00034      -2.6691   98.8
 2 0.16226  0.16346  +0.00120      -1.7313   454.5
 3 0.25857  0.25962  +0.00104      -1.2067   548.2
 4 0.35510  0.35577  +0.00067      -0.8240   754.0
 5 0.45169  0.45192  +0.00023      -0.5093   758.5
 6 0.54831  0.54808  -0.00023      -0.2297   841.1
 7 0.64490  0.64423  -0.00067      +0.0347   946.1
 8 0.74143  0.74038  -0.00104      +0.3020   1012.5
 9 0.83774  0.83654  -0.00120      +0.5980   1676.1
10 0.93303  0.93269  -0.00034      +0.9946   1839.5
largest relative error, lower half, n=10: 0.739 %
F at mean first failure time: 0.07553; 1/(n+1): 0.09091
interior remainder ratio, n=200 to 400: 4.022
n*(Benard-exact), n=2000, i=400: 0.01997; law 0.02000
large-n limit i=1: n*m = 0.69315; Benard relative error 0.989 %
large-n limit i=2: n*m = 1.67835; Benard relative error 1.290 %
large-n limit i=3: n*m = 2.67406; Benard relative error 0.970 %
large-n limit i=4: n*m = 3.67206; Benard relative error 0.761 %
largest |error|, n=2..200: 0.00125 at n=8, i=2
largest relative error, n=2..200: 1.259 % at n=200, i=2
first n with Benard above exact at i=1: 5
Noise-free sample at the true medians (true shape above):
  shape, Benard: 1.9936; change -0.319 %; first order -0.319 %
  scale, Benard: 1000.35 s
  100 ppm life: exact 10.000 s; Benard 9.857 s
  shape with i/(n+1): 1.7906; with (i-0.5)/n: 2.1825
Simulated sample of the table:
  exact: shape 1.4360; scale 1030.05 s; 100 ppm life 1.688 s
  Benard: shape 1.4308; scale 1030.70 s; 100 ppm life 1.650 s
Scatter over 100000 simulated samples, 16/50/84 %:
  shape 1.468, 1.978, 2.720
  100 ppm life (s) 1.79, 9.39, 34.72
Neglected effects:
  thickness spread 1.0 %, acceleration 3.0 per MV/cm: shape 1.760
  same spread shared by a run: P(first <= its nominal median) = 0.4547
  offset 1.0 K at 398 K, 0.7 eV: scale error 5.25 %
  readout every 5 s (mean delay half): shape 2.0083
  one early failure at 10 s: shape 0.854
  chance of any, defect fraction 1 %: 9.56 %
\end{verbatim}
